# Thermal magnetization curves of binary, in-plane and isotropic moments: test program

```python
# Result under test: the thermal mean f = <n.u> of a moment along a field is
#   binary (d=1): tanh h;  in-plane rotor (d=2): I1(h)/I0(h);
#   isotropic (d=3): coth h - 1/h;  with initial slopes 1, 1/2, 1/3.
# h = m B/(kB T), m = moment, B = field, n = moment direction, u = field
# direction. Finite anisotropy has the zero-field weight exp(kappa*n_z^2).
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.optimize import brentq
from scipy.special import i0e, i1e, j1, jvp, jnp_zeros, dawsn, erf

# ---------- means computed from the definition ----------
phi = 2 * np.pi * np.arange(256) / 256
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(200)


def weighted_mean(projection, exponent, measure):
    weight = measure * np.exp(exponent - np.max(exponent))
    return np.sum(weight * projection) / np.sum(weight)


def binary_mean(h):
    states = np.array([-1.0, 1.0])
    return weighted_mean(states, h * states, np.ones(2))


def rotor_mean(h, in_plane=0.0, axis="x"):
    # in_plane: anisotropy energy / kT, weight exp(in_plane*cos(phi)^2)
    projection = np.cos(phi) if axis == "x" else np.sin(phi)
    exponent = h * projection + in_plane * np.cos(phi)**2
    return weighted_mean(projection, exponent, np.ones_like(phi))


def sphere_mean(h, kappa=0.0, axis="x"):
    c = cos_nodes[:, None]
    if axis == "z":
        projection = c + 0 * phi[None, :]
    else:
        projection = np.sqrt(1 - c**2) * np.cos(phi)[None, :]
    exponent = h * projection + kappa * c**2
    return weighted_mean(projection, exponent, cos_weights[:, None])


direct = {1: binary_mean, 2: rotor_mean, 3: sphere_mean}
names = {1: "binary", 2: "rotor", 3: "isotropic"}

# ---------- derived formulas ----------
curve = {1: np.tanh,
         2: lambda h: i1e(h) / i0e(h),
         3: lambda h: 1 / np.tanh(h) - 1 / h}


def curve_slope(d, h):
    f = curve[d](h)
    return 1 - f**2 - (d - 1) * f / h


def axial_second_moment(kappa):
    # <n_z^2> in zero field
    if abs(kappa) < 1e-6:
        return 1 / 3 + 4 * kappa / 45
    root = np.sqrt(abs(kappa))
    if kappa > 0:
        return (root / dawsn(root) - 1) / (2 * kappa)
    half_norm = np.sqrt(np.pi) * erf(root) / (2 * root)
    return (1 - np.exp(kappa) / half_norm) / (2 * abs(kappa))


# ---------- tests of the three curves ----------
step = 1e-3
initial_slope = {}
for d in (1, 2, 3):
    mean = direct[d]
    for h in (0.1, 0.7, 1.0, 3.0, 10.0):
        assert abs(mean(h) - curve[d](h)) < 1e-10
        numeric = (mean(h + step) - mean(h - step)) / (2 * step)
        assert abs(numeric - curve_slope(d, h)) < 1e-6
    initial_slope[d] = (mean(step) - mean(-step)) / (2 * step)
    assert abs(initial_slope[d] - 1 / d) < 1e-6
    h = 0.05
    cubic = (mean(h) - h / d) / h**3
    assert abs(cubic * d**2 * (d + 2) + 1) < 3e-3   # next order is O(h^2)
for h in np.linspace(0.05, 15, 60):
    assert binary_mean(h) > rotor_mean(h) > sphere_mean(h)
assert abs((1 - binary_mean(5.0)) / (2 * np.exp(-10.0)) - 1) < 1e-3
assert abs((1 - rotor_mean(40.0)) * 80 - 1) < 0.01  # next order 1/(4h)
assert abs((1 - sphere_mean(40.0)) * 40 - 1) < 1e-6

# ---------- tests of finite anisotropy ----------
for kappa in (-75.0, -3.0, 1.5, 12.0):
    q = axial_second_moment(kappa)
    assert abs(sphere_mean(step, kappa, "z") / step - q) < 1e-6
    assert abs(sphere_mean(step, kappa, "x") / step - (1 - q) / 2) < 1e-6
near_iso = (sphere_mean(step, 0.01, "z")
            - sphere_mean(step, -0.01, "z")) / (0.02 * step)
assert abs(near_iso - 4 / 45) < 1e-4
strong_axis = sphere_mean(step, 40.0, "z") / step
assert abs(strong_axis - (1 - 1 / 40)) < 1 / 40**2
strong_plane = 1 - 2 * sphere_mean(step, -75.0, "x") / step
assert abs(strong_plane - 1 / 150) < 1e-6


def elliptic_slopes(a):
    ratio = i1e(a / 2) / i0e(a / 2)
    return (1 + ratio) / 2, (1 - ratio) / 2


for a in (0.2, 2.0):
    long_axis, short_axis = elliptic_slopes(a)
    assert abs(rotor_mean(step, a, "x") / step - long_axis) < 1e-6
    assert abs(rotor_mean(step, a, "y") / step - short_axis) < 1e-6

# ---------- test of the quantum slope by a sum over levels ----------
for spin in (0.5, 5.0, 50.0):
    levels = np.arange(-spin, spin + 0.5) / spin
    slope = weighted_mean(levels, step * levels,
                          np.ones_like(levels)) / step
    assert abs(slope - (spin + 1) / (3 * spin)) < 1e-6


# ---------- demagnetizing factors of an elliptic disk ----------
def in_plane_factors(a, b, t):
    # semi-axes a (x) and b (y), thickness t; edge-charge interaction
    s = 2 * np.pi * np.arange(64)[:, None] / 64
    u = (cos_nodes + 1) / 2
    delta = np.pi * u**3                      # resolves the log singularity
    w = cos_weights / 2 * 3 * np.pi * u**2
    rho = 2 * np.sin(delta / 2) * np.sqrt((a * np.sin(s))**2
                                          + (b * np.cos(s))**2)
    pair = 2 * (t * np.arcsinh(t / rho) - np.hypot(t, rho) + rho)
    area_weight = 2 * w * (2 * np.pi / 64)
    xx = np.sum(area_weight * pair * (np.cos(delta) + np.cos(2 * s)) / 2)
    yy = np.sum(area_weight * pair * (np.cos(delta) - np.cos(2 * s)) / 2)
    scale = 4 * np.pi * (np.pi * a * b * t)
    return b**2 * xx / scale, a**2 * yy / scale


# ---------- worked example: rough CoFeB/MgO free-layer values ----------
T = 300.0
diameter, thickness = 30e-9, 1.5e-9
Ms, stiffness = 1.0e6, 15e-12
radius = diameter / 2
area = np.pi * radius**2
volume = area * thickness
moment = Ms * volume
kT = const.k * T
B1 = moment and kT / moment
Nx, Ny = in_plane_factors(radius, radius, thickness)
Nz = 1 - Nx - Ny
x = np.linspace(1e-6, 2000, 200001)
tau = thickness / radius
Nz_bessel = 2 / tau * simpson(j1(x)**2 / x**2 * (1 - np.exp(-x * tau)), x=x)
assert abs(Nz - Nz_bessel) < 1e-5
shape_density = 0.5 * const.mu_0 * Ms**2


def kappa_of(interface):
    density = interface / thickness - shape_density * (Nz - Nx)
    return density * volume / kT


barrier = 12.0
K_iso = shape_density * (Nz - Nx) * thickness
K_binary = K_iso + barrier * kT / area
K_rotor = 0.4e-3
kappa_rotor = kappa_of(K_rotor)
assert kappa_rotor < -20

print(f"temperature: {T:.0f} K")
print(f"disk diameter, thickness: {diameter*1e9:.1f}, {thickness*1e9:.1f} nm")
print(f"magnetization (rough): {Ms/1e3:.0f} kA/m")
print(f"exchange stiffness (rough): {stiffness*1e12:.0f} pJ/m")
print(f"volume: {volume*1e27:.1f} nm^3")
print(f"moment: {moment:.4e} A m^2")
print(f"thermal energy kT: {kT:.4e} J")
print(f"field for h = 1: {B1*1e3:.3f} mT")
for d in (1, 2, 3):
    print(f"{names[d]}: initial slope in h {initial_slope[d]:.5f}, "
          f"in field {initial_slope[d]/(B1*1e3):.4f} per mT")
print("ideal means: binary, rotor, isotropic (no unit)")
for B_mT in (1.0, 2.0, 4.0, 8.0, 16.0):
    h = B_mT * 1e-3 / B1
    values = ", ".join(f"{direct[d](h):.4f}" for d in (1, 2, 3))
    print(f"  B = {B_mT:.0f} mT, h = {h:.4f}: {values}")
print("ideal means at h = 1: "
      + ", ".join(f"{direct[d](1.0):.4f}" for d in (1, 2, 3)))
for d in (1, 2, 3):
    h_half = brentq(lambda h: curve[d](h) - 0.5, 0.01, 10)
    print(f"{names[d]} half saturation: h = {h_half:.4f}, "
          f"B = {h_half*B1*1e3:.3f} mT")

print(f"demagnetizing factors in plane, normal: {Nx:.5f}, {Nz:.5f}")
print(f"interface anisotropy, isotropic disk: {K_iso*1e3:.4f} mJ/m^2")
print(f"interface anisotropy, binary disk: {K_binary*1e3:.4f} mJ/m^2")
print(f"interface anisotropy, rotor disk: {K_rotor*1e3:.4f} mJ/m^2")
kappa_binary = kappa_of(K_binary)
print(f"kappa, binary disk: {kappa_binary:.2f}")
print(f"kappa, rotor disk: {kappa_rotor:.2f}")
print(f"binary disk: real slope {axial_second_moment(kappa_binary):.4f}, "
      f"mean at h=1 {sphere_mean(1.0, kappa_binary, 'z'):.4f}")
print(f"rotor disk: real slope {(1-axial_second_moment(kappa_rotor))/2:.4f}, "
      f"mean at h=1 {sphere_mean(1.0, kappa_rotor, 'x'):.4f}")
kappa_error = kappa_of(1.01 * K_iso)
q_error = axial_second_moment(kappa_error)
print(f"isotropic disk, interface anisotropy +1 %: kappa {kappa_error:.3f}")
print(f"  its slopes along normal, in plane: {q_error:.4f}, "
      f"{(1-q_error)/2:.4f}")

a_long, a_short = radius + 0.25e-9, radius - 0.25e-9
N_long, N_short = in_plane_factors(a_long, a_short, thickness)
elliptic_volume = np.pi * a_long * a_short * thickness
in_plane = shape_density * elliptic_volume * (N_short - N_long) / kT
assert in_plane > 0
slope_long, slope_short = elliptic_slopes(in_plane)
print(f"elliptic disk diameters: {2e9*a_long:.1f}, {2e9*a_short:.1f} nm")
print(f"  in-plane barrier: {in_plane:.4f} kT")
print(f"  rotor slopes along long, short axis: {slope_long:.4f}, "
      f"{slope_short:.4f}")

stray = 1e-3
h_stray = stray / B1
print(f"stray field: {stray*1e3:.1f} mT, h = {h_stray:.4f}")
for d in (1, 2, 3):
    print(f"  {names[d]}: offset {curve[d](h_stray):.4f}, "
          f"slope {curve_slope(d, h_stray):.4f}")

# Lowest free-edge exchange modes: J1(k r) times cos(phi) or sin(phi)
k_edge = jnp_zeros(1, 1)[0]
r = np.linspace(1e-9, k_edge, 20001)
gradient = simpson(r * (jvp(1, r)**2 + (j1(r) / r)**2), x=r)
assert abs(gradient / simpson(r * j1(r)**2, x=r) - 1) < 1e-6
k_mode = k_edge / radius
mean_square = kT / (2 * stiffness * k_mode**2 * volume)
moment_loss = 0.5 * 4 * mean_square     # two modes, two transverse directions
print(f"moment loss by lowest non-uniform modes: {100*moment_loss:.2f} %")
bohr = const.physical_constants["Bohr magneton"][0]
spin_number = moment / (2 * bohr)
print(f"spin number S (g = 2): {spin_number:.3e}")
print(f"relative quantum correction 1/S: {1/spin_number:.2e}")
T_hot = 358.0
print(f"field for h = 1 at {T_hot:.0f} K, same magnetization: "
      f"{const.k*T_hot/moment*1e3:.3f} mT")
attempt_time = 1e-9
print(f"assumed attempt time: {attempt_time*1e9:.1f} ns")
print(f"rough binary dwell time: {attempt_time*np.exp(barrier)*1e6:.0f} us")
print("all assertions hold")
```

It prints:

```
temperature: 300 K
disk diameter, thickness: 30.0, 1.5 nm
magnetization (rough): 1000 kA/m
exchange stiffness (rough): 15 pJ/m
volume: 1060.3 nm^3
moment: 1.0603e-18 A m^2
thermal energy kT: 4.1419e-21 J
field for h = 1: 3.906 mT
binary: initial slope in h 1.00000, in field 0.2560 per mT
rotor: initial slope in h 0.50000, in field 0.1280 per mT
isotropic: initial slope in h 0.33333, in field 0.0853 per mT
ideal means: binary, rotor, isotropic (no unit)
  B = 1 mT, h = 0.2560: 0.2505, 0.1270, 0.0850
  B = 2 mT, h = 0.5120: 0.4715, 0.2480, 0.1677
  B = 4 mT, h = 1.0240: 0.7715, 0.4548, 0.3196
  B = 8 mT, h = 2.0479: 0.9673, 0.7055, 0.5455
  B = 16 mT, h = 4.0958: 0.9994, 0.8671, 0.7564
ideal means at h = 1: 0.7616, 0.4464, 0.3130
binary half saturation: h = 0.5493, B = 2.146 mT
rotor half saturation: h = 1.1593, B = 4.529 mT
isotropic half saturation: h = 1.7968, B = 7.019 mT
demagnetizing factors in plane, normal: 0.06181, 0.87639
interface anisotropy, isotropic disk: 0.7677 mJ/m^2
interface anisotropy, binary disk: 0.8380 mJ/m^2
interface anisotropy, rotor disk: 0.4000 mJ/m^2
kappa, binary disk: 12.00
kappa, rotor disk: -62.75
binary disk: real slope 0.9120, mean at h=1 0.7095
rotor disk: real slope 0.4960, mean at h=1 0.4432
isotropic disk, interface anisotropy +1 %: kappa 1.310
  its slopes along normal, in plane: 0.4608, 0.2696
elliptic disk diameters: 30.5, 29.5 nm
  in-plane barrier: 0.4545 kT
  rotor slopes along long, short axis: 0.5564, 0.4436
stray field: 1.0 mT, h = 0.2560
  binary: offset 0.2505, slope 0.9372
  rotor: offset 0.1270, slope 0.4879
  isotropic: offset 0.0850, slope 0.3290
moment loss by lowest non-uniform modes: 1.73 %
spin number S (g = 2): 5.716e+04
relative quantum correction 1/S: 1.75e-05
field for h = 1 at 358 K, same magnetization: 4.662 mT
assumed attempt time: 1.0 ns
rough binary dwell time: 163 us
all assertions hold
```
